# Kinetic balance and the small-component basis error of the Dirac equation: a program that tests the result

```python
"""Small-component basis error of the Dirac equation (Hartree atomic units).

Result under test, for large space L, small space S, Q = 1 - projector on S:
  c -> infinity: kinetic energy seen = T - (1/2) ||Q sigma.p phi||^2
  S = sigma.p L: energy lies below the complete-S energy (same L) by
                 ||Q V sigma.p phi0||^2 / (8 c^4) to leading order.
Radial s1/2 problem: P = large function, G = P' - P/r is its sigma.p image,
q = small functions, V = potential, c = speed of light.  The rest energy is
subtracted.  Integrals use the trapezoidal rule in ln r with 30 digits.
"""
import numpy as np
from mpmath import mp
from scipy.constants import fine_structure, physical_constants

mp.dps = 30
STEP = mp.mpf(1) / 12
R = np.array([mp.exp(k * STEP) for k in range(-312, 25)], dtype=object)
W = R * STEP


def gram(A, B, weight=1):
    return np.dot(A * (W * weight), B.T)


def unit(F):
    norms = np.dot(F * F, W)
    return F * np.array([1 / mp.sqrt(s) for s in norms], dtype=object)[:, None]


def gaussian_set(exponents):
    """Normalized P = r exp(-a r^2), its image G, and its second derivative."""
    a = np.array(exponents, dtype=object)[:, None]
    P = unit(np.array([[r * mp.exp(-x * r * r) for r in R] for x in exponents],
                      dtype=object))
    return P, P * R * (a * (-2)), P * (a * a * 4 * R * R - a * 6)


def eigenpair(H, M, index):
    """Eigenpair number index (ascending) of H x = E M x."""
    if len(H) == 1:
        return H[0, 0] / M[0, 0], np.array([1 / mp.sqrt(M[0, 0])], dtype=object)
    Linv = mp.inverse(mp.cholesky(mp.matrix(M.tolist())))
    vals, vecs = mp.eigsy(Linv * mp.matrix(H.tolist()) * Linv.T)
    column = mp.matrix([vecs[k, index] for k in range(len(H))])
    x = Linv.T * column
    return vals[index], np.array([x[k] for k in range(len(H))], dtype=object)


def dirac_ground(P, G, q, V, c):
    """Lowest electronic level: direct diagonalization of the Dirac matrix."""
    link = gram(q, G) * c
    zero = np.zeros((len(P), len(q)), dtype=object)
    H = np.block([[gram(P, P, V), link.T],
                  [link, gram(q, q, V) - gram(q, q) * (2 * c * c)]])
    M = np.block([[gram(P, P), zero], [zero.T, gram(q, q)]])
    return eigenpair(H, M, len(q))


def complete_small_ground(P, G, V, c, start):
    """Same level with a complete small space: self-consistent elimination."""
    level, VL, SL = start, gram(P, P, V), gram(P, P)
    for _ in range(8):
        weight = (c * c) / (-V + (2 * c * c + level))
        new = eigenpair(VL + gram(G, G, weight), SL, 0)[0]
        change, level = abs(new - level), new
    assert change < 1e-14
    return level


def residual(F, q):
    """Part of the rows of F outside the span of q."""
    Minv = np.array(mp.inverse(mp.matrix(gram(q, q).tolist())).tolist(),
                    dtype=object)
    return F - np.dot(np.dot(gram(F, q), Minv), q)


def exact_level(Z, c):
    return c * c * (mp.sqrt(1 - Z * Z / (c * c)) - 1)


def show(label, value, unit_name="hartree", form=".6f"):
    print(f"{label}: {float(value):{form}} {unit_name}")


c0 = 1 / mp.mpf(fine_structure)
c_huge = mp.mpf(10) ** 5
eV = physical_constants["Hartree energy in eV"][0]
Z = 10
V = -Z / R
exponents = [mp.mpf(10) * 3 ** k for k in range(6)]
P, G, P2 = gaussian_set(exponents)
q_bal = unit(P * R)
q_unb = q_bal[:4]
print("nuclear charge Z:", Z)
show("speed of light c", c0, "a.u.")
print("large exponents (bohr^-2):", [int(a) for a in exponents])
print("unbalanced small exponents (bohr^-2):", [int(a) for a in exponents[:4]])

# Nonrelativistic reference, kinetic energy from the second derivative
E0, v0 = eigenpair(gram(P, P, V) - gram(P, P2) / 2, gram(P, P), 0)
phi, g0, phi2 = (np.dot(v0[None, :], F) for F in (P, G, P2))
V0 = gram(phi, phi, V)[0, 0]
T0 = -gram(phi, phi2)[0, 0] / 2
show("nonrelativistic energy E0 in L", E0)
show("its kinetic energy T", T0)
show("its potential energy", V0)

# Kinetic energy seen by the Dirac matrix for this fixed large function
lost = residual(g0, q_unb)
missing = gram(lost, lost)[0, 0] / 2
T_unb = dirac_ground(phi, g0, q_unb, V, c_huge)[0] - V0
T_bal = dirac_ground(phi, g0, q_bal, V, c_huge)[0] - V0
assert missing > 1e-3
assert abs(T_unb - (T0 - missing)) < 1e-5
assert abs(T_bal - T0) < 1e-5
show("c used for the nonrelativistic limit", c_huge, "a.u.", ".0f")
show("fixed phi0, kinetic energy seen, unbalanced", T_unb)
show("fixed phi0, missing part from residual norm", missing)
show("fixed phi0, kinetic energy seen, balanced", T_bal)

# Free variation in L in the same limit
seen = G - residual(G, q_unb)
E_lim, v_lim = eigenpair(gram(P, P, V) + gram(seen, seen) / 2, gram(P, P), 0)
E_unb_huge = dirac_ground(P, G, q_unb, V, c_huge)[0]
E_bal_huge = dirac_ground(P, G, q_bal, V, c_huge)[0]
assert abs(E_lim - E_unb_huge) < 1e-4 and E_lim < E0
assert abs(E_bal_huge - E0) < 1e-5
g_lim, s_lim = np.dot(v_lim[None, :], G), np.dot(v_lim[None, :], seen)
show("varied, unbalanced limit energy from formula", E_lim)
show("varied, unbalanced limit energy from Dirac matrix", E_unb_huge)
show("varied, true kinetic energy of that state", gram(g_lim, g_lim)[0, 0] / 2)
show("varied, kinetic energy seen in that state", gram(s_lim, s_lim)[0, 0] / 2)
show("varied, balanced limit energy from Dirac matrix", E_bal_huge)
show("unbalanced error in the limit", E_unb_huge - E0)
show("unbalanced error in the limit", (E_unb_huge - E0) * eV, "eV", ".3f")

# Physical c: nested small spaces raise the energy towards complete S
wide = [10 * mp.mpf(3) ** (mp.mpf(k) / 2) for k in range(-2, 17)]
q_wide = unit(gaussian_set(wide)[0] * R)
E_unb = dirac_ground(P, G, q_unb, V, c0)[0]
E_bal = dirac_ground(P, G, q_bal, V, c0)[0]
E_wide = dirac_ground(P, G, q_wide, V, c0)[0]
E_comp = complete_small_ground(P, G, V, c0, E0)
E_exact = exact_level(Z, c0)
assert E_unb < E_bal < E_wide < E_comp and E_comp > E_exact
recovered = (E_wide - E_bal) / (E_comp - E_bal)
assert recovered > 0.95
show("physical c, unbalanced", E_unb, form=".9f")
show("physical c, balanced", E_bal, form=".9f")
show("physical c, 19 small functions", E_wide, form=".9f")
show("physical c, complete small space", E_comp, form=".9f")
show("physical c, exact Dirac level", E_exact, form=".9f")
show("share of deficit removed by 19 functions", recovered, "(ratio)", ".5f")

# Orders c^-2 and c^-4 of the balanced energy
outside = residual(g0 * V, q_bal)
norm2 = gram(outside, outside)[0, 0]
slope = gram(g0, g0, V - E0)[0, 0] / 4
show("||Q V sigma.p phi0||^2", norm2, "a.u.", ".3f")
deviation = []
for scale in (1, 2, 4, 8):
    c = c0 * scale
    E_c = dirac_ground(P, G, q_bal, V, c)[0]
    gap = complete_small_ground(P, G, V, c, E0) - E_c
    ratio = gap * 8 * c ** 4 / norm2
    deviation.append(abs(ratio - 1))
    print(f"c scaled by {scale}: deficit {float(gap):.5e} hartree, "
          f"deficit/formula {float(ratio):.6f}")
    if scale == 1:
        show("deficit at physical c", gap * eV, "eV", ".4e")
slope_seen = (E_c - E0) * c * c
assert deviation[3] < 5e-3 and deviation[3] < deviation[2] / 3
assert abs(slope_seen / slope - 1) < 2e-3
show("c^-2 coefficient from formula", slope, "a.u.", ".3f")
show("c^-2 coefficient from Dirac matrix, c scaled by 8", slope_seen, "a.u.", ".3f")

# One exponential function r exp(-Z r): closed form and c^-4 coefficients
S1 = unit(np.array([[r * mp.exp(-Z * r) for r in R]], dtype=object))
G1 = S1 * (-Z)
E1 = dirac_ground(S1, G1, S1, V, c0)[0]
assert abs(E1 - (-Z**2 - c0**2 + mp.sqrt(c0**4 + c0**2 * Z**2))) < 1e-12
c = 8 * c0
unit4 = mp.mpf(Z) ** 6 / c ** 4
k_bal = (dirac_ground(S1, G1, S1, V, c)[0] - exact_level(Z, c)) / unit4
k_comp = (complete_small_ground(S1, G1, V, c, -mp.mpf(Z)**2 / 2)
          - exact_level(Z, c)) / unit4
assert abs(k_bal - 0.125) < 0.005 and abs(k_comp - 0.25) < 0.005
show("one exponential, balanced, physical c", E1, form=".9f")
show("one exponential, balanced error", k_bal, "Z^6/c^4", ".5f")
show("one exponential, complete-S error", k_comp, "Z^6/c^4", ".5f")

# Smooth potential: L holds only the converged large component
Zs, core = 50, mp.mpf("0.02")
Vs = np.array([-Zs / mp.sqrt(r * r + core * core) for r in R], dtype=object)
levels = []
for n in (12, 16):
    Ps, Gs, _ = gaussian_set([50 * mp.mpf(1000) ** (mp.mpf(k) / (n - 1))
                              for k in range(n)])
    level, vec = dirac_ground(Ps, Gs, unit(Ps * R), Vs, c0)
    levels.append(level)
f, g = np.dot(vec[None, :n], Ps), np.dot(vec[None, :n], Gs)
E_one = dirac_ground(f, g, unit(g), Vs, c0)[0]
drop = levels[1] - E_one
out = residual(g * Vs, unit(g))
predicted = gram(out, out)[0, 0] / gram(f, f)[0, 0] / (8 * c0 ** 4)
assert drop > 0 and abs(levels[1] - levels[0]) < 0.05 * drop
assert abs(drop / predicted - 1) < 0.2
print("soft-core charge:", Zs)
show("soft-core length", core, "bohr", ".3f")
show("soft-core level, 12 functions", levels[0])
show("soft-core level, 16 functions", levels[1])
show("soft-core balanced energy, one large function", E_one)
show("soft-core fall below the level", drop)
show("soft-core fall from the c^-4 formula", predicted)

print("checks complete")
```

It prints:

```
nuclear charge Z: 10
speed of light c: 137.035999 a.u.
large exponents (bohr^-2): [10, 30, 90, 270, 810, 2430]
unbalanced small exponents (bohr^-2): [10, 30, 90, 270]
nonrelativistic energy E0 in L: -49.979494 hartree
its kinetic energy T: 49.966474 hartree
its potential energy: -99.945968 hartree
c used for the nonrelativistic limit: 100000 a.u.
fixed phi0, kinetic energy seen, unbalanced: 49.513969 hartree
fixed phi0, missing part from residual norm: 0.452505 hartree
fixed phi0, kinetic energy seen, balanced: 49.966474 hartree
varied, unbalanced limit energy from formula: -855.609517 hartree
varied, unbalanced limit energy from Dirac matrix: -855.609516 hartree
varied, true kinetic energy of that state: 6749.417144 hartree
varied, kinetic energy seen in that state: 17.084809 hartree
varied, balanced limit energy from Dirac matrix: -49.979494 hartree
unbalanced error in the limit: -805.630022 hartree
unbalanced error in the limit: -21922.310 eV
physical c, unbalanced: -855.303447745 hartree
physical c, balanced: -50.044401649 hartree
physical c, 19 small functions: -50.044391193 hartree
physical c, complete small space: -50.044391167 hartree
physical c, exact Dirac level: -50.066742017 hartree
share of deficit removed by 19 functions: 0.99751 (ratio)
||Q V sigma.p phi0||^2: 30221.097 a.u.
c scaled by 1: deficit 1.04820e-05 hartree, deficit/formula 0.978503
deficit at physical c: 2.8523e-04 eV
c scaled by 2: deficit 6.65706e-07 hartree, deficit/formula 0.994307
c scaled by 4: deficit 4.17843e-08 hartree, deficit/formula 0.998554
c scaled by 8: deficit 2.61435e-09 hartree, deficit/formula 0.999637
c^-2 coefficient from formula: -1216.084 a.u.
c^-2 coefficient from Dirac matrix, c scaled by 8: -1216.128 a.u.
one exponential, balanced, physical c: -50.066387549 hartree
one exponential, balanced error: 0.12500 Z^6/c^4
one exponential, complete-S error: 0.24983 Z^6/c^4
soft-core charge: 50
soft-core length: 0.020 bohr
soft-core level, 12 functions: -689.617531 hartree
soft-core level, 16 functions: -689.617531 hartree
soft-core balanced energy, one large function: -689.652333 hartree
soft-core fall below the level: 0.034801 hartree
soft-core fall from the c^-4 formula: 0.036124 hartree
checks complete
```
